# Divergence and summability of the Coulomb partial-wave series, part 1

(Sections cited here and not found follow in the second part.)

## The argument under review

The manuscript treats spinless, nonrelativistic scattering by $V=Z_1Z_2e^2/(4\pi\epsilon_0 r)$. With mass $m$, wave number $k$, $x=\cos\theta$ and $\eta=Z_1Z_2e^2m/(4\pi\epsilon_0\hbar^2k)\neq0$, it writes

$$f(\theta)=\frac{1}{2ik}\sum_{l=0}^\infty(2l+1)(S_l-1)P_l(x),\qquad S_l=e^{2i\sigma_l},\quad \sigma_l=\arg\Gamma(l+1+i\eta),\tag{1}$$

and reasons thus. (i) The centrifugal barrier keeps high partial waves away from the centre, so $S_l-1\to0$. (ii) For $\theta\neq0$ the polynomials $P_l$ decay and oscillate, so (1) converges at every such angle. (iii) A truncation at large enough $L$ therefore yields Rutherford's amplitude.

The phase shifts are right, and so is the amplitude the manuscript wishes to reach. Steps (i) to (iii) are all false. The series (1) diverges at every angle, and its link with the amplitude rests on a weaker kind of convergence.

## 1. The amplitude and the phase shifts

The Schrödinger equation is $(\nabla^2+k^2-2\eta k/r)\psi=0$. Put $\psi=e^{ikz}w(\xi)$ with $\xi=r-z$. From $\nabla\xi=\hat{\mathbf r}-\hat{\mathbf z}$ follow $|\nabla\xi|^2=2\xi/r$, $\nabla^2\xi=2/r$ and $\hat{\mathbf z}\cdot\nabla\xi=-\xi/r$. The terms $\pm k^2w$ cancel, and $(2/r)[\xi w''+(1-ik\xi)w'-\eta kw]=0$ remains. With $\zeta=ik\xi$, division by $ik$ gives Kummer's equation $\zeta w''+(b-\zeta)w'-aw=0$ with $a=-i\eta$, $b=1$. Its solution regular at $\zeta=0$ is $M(a,b,\zeta)=\sum_n(a)_n\zeta^n/[(b)_nn!]$, where $(a)_n=\Gamma(a+n)/\Gamma(a)$.

The behaviour at large $\zeta=i\tau$, $\tau>0$, is needed twice. For $0<\operatorname{Re}a<\operatorname{Re}b$, expanding the exponential and using the Beta integral term by term gives

$$M(a,b,i\tau)=\frac{\Gamma(b)}{\Gamma(a)\Gamma(b-a)}\int_0^1e^{i\tau s}s^{a-1}(1-s)^{b-a-1}ds.\tag{2}$$

The integrand is analytic above the segment and decays as $e^{-\tau\operatorname{Im}s}$, so the segment may be replaced by the ray $s=iv$ going up and the ray $s=1+iv$ coming down:

$$\int_0^1=i^a\!\int_0^\infty\! e^{-\tau v}v^{a-1}(1-iv)^{b-a-1}dv+i^{a-b}e^{i\tau}\!\int_0^\infty\! e^{-\tau v}v^{b-a-1}(1+iv)^{a-1}dv,$$

where $-i(-i)^{b-a-1}=(-i)^{b-a}=i^{a-b}$ was used. Expanding $(1\mp iv)$ in powers of $v$, with $\int_0^\infty e^{-\tau v}v^{c-1}dv=\Gamma(c)\tau^{-c}$,

$$\frac{M}{\Gamma(b)}\simeq\frac{i^a\tau^{-a}}{\Gamma(b-a)}\Big[1-\frac{ia(b-a-1)}{\tau}+\dots\Big]+\frac{e^{i\tau}i^{a-b}\tau^{a-b}}{\Gamma(a)}\Big[1+\frac{i(a-1)(b-a)}{\tau}+\dots\Big].\tag{3}$$

For $a=-i\eta$ the first ray integral diverges at $v=0$. One integration by parts turns $\Gamma(a)^{-1}\int v^{a-1}g\,dv$ into $-\Gamma(a+1)^{-1}\int v^ag'\,dv$, which is analytic for $\operatorname{Re}a>-1$; since $M$ is analytic in $a$, (3) holds there too.

Take $\psi=e^{-\pi\eta/2}\Gamma(1+i\eta)e^{ikz}M(-i\eta,1,ik\xi)$, so $\tau=k\xi$, and note $i^{-i\eta}=e^{\pi\eta/2}$. The first term of (3) gives the distorted plane wave $e^{ikz}(k\xi)^{i\eta}\sum_j(a)_j^2\,i^j/(j!\,\tau^j)$, of unit amplitude. In the second, $i^{a-1}=-ie^{\pi\eta/2}$ and $1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)$, so it equals $(-i)(-i\eta)S_0e^{ikr}(k\xi)^{-1-i\eta}=-\eta S_0e^{ikr}(k\xi)^{-1-i\eta}$ at leading order. Because $k\xi=2kr\,(1-x)/2$, this is $f_C\,e^{i(kr-\eta\ln2kr)}/r$ with

$$f_C(x)=C(1-x)^{-1-i\eta},\quad C=-\frac{\eta}{k}2^{i\eta}S_0,\qquad |f_C|^2=\frac{\eta^2}{4k^2\sin^4(\theta/2)}.\tag{4}$$

Since $\eta/2k=Z_1Z_2e^2/(16\pi\epsilon_0E)$ with $E=\hbar^2k^2/2m$, the modulus squared is Rutherford's cross section. The relative correction to the scattered wave has size $(1+\eta^2)/k\xi$, so the separation requires $kr(1-x)\gg1+\eta^2$ and has no meaning at $\theta=0$.

The radial equation is $u''+[1-2\eta/\rho-l(l+1)/\rho^2]u=0$, $\rho=kr$. The substitution $u=\rho^{l+1}e^{-i\rho}g$ gives $\rho g''+2(l+1-i\rho)g'-[2i(l+1)+2\eta]g=0$; with $\zeta=2i\rho$ and division by $2i$ this is Kummer's equation with $a=l+1-i\eta$, $b=2l+2$. In (3), $\tau=2\rho$ and $1/\Gamma(l+1\mp i\eta)=e^{\pm i\sigma_l}/|\Gamma(l+1+i\eta)|$. The second term contributes $e^{i\Phi}/i$ with $\Phi=\rho-\eta\ln2\rho-l\pi/2+\sigma_l$, the first its complex conjugate, both times $(2l+1)!\,2^{-l-1}e^{\pi\eta/2}/|\Gamma(l+1+i\eta)|$. Using $(2l+1)!=2^ll!\,(2l+1)!!$,

$$F_l=C_l\rho^{l+1}e^{-i\rho}M(l+1-i\eta,2l+2,2i\rho)\simeq\sin\Phi,\qquad C_l=\frac{e^{-\pi\eta/2}|\Gamma(l+1+i\eta)|}{l!\,(2l+1)!!}.$$

The relative correction has size $|(l-i\eta)(l+1+i\eta)|/2\rho$. The sine form holds only for $\rho\gg l^2+\eta^2$.

## 2. Where the formal series comes from

The projection $\int_{-1}^1\psi P_l\,dx$ is a regular radial solution, hence a multiple of $F_l/\rho$, fixed by the term in $\rho^l$. In (2), $e^{ikz}e^{ik\xi s}=e^{i\rho s}e^{i\rho(1-s)x}$. Rodrigues' formula $P_l=(2^ll!)^{-1}d^l(x^2-1)^l/dx^l$ and $l$ integrations by parts give $\int x^jP_l\,dx=0$ for $j<l$ and $\int x^lP_l\,dx=2^{-l}\int(1-x^2)^ldx=2\,l!/(2l+1)!!$. The leading term is therefore $2(i\rho)^l(1-s)^l/(2l+1)!!$, and the Beta integral over $s$ supplies $\Gamma(l+1-a)/[l!\,\Gamma(1-a)]$, a polynomial in $a$ that continues to $a=-i\eta$. Multiplying by $e^{-\pi\eta/2}\Gamma(1+i\eta)$ gives $2i^le^{i\sigma_l}C_l\rho^l$. At fixed $r$, $\psi$ is smooth in $x$, so its Legendre expansion converges to it (section 4):

$$\psi=\sum_l(2l+1)i^le^{i\sigma_l}\frac{F_l(\rho)}{\rho}P_l(x).\tag{5}$$

This series converges very fast. For $l+1\ge|\eta|$ one has $|a+n|\le b+n$, so $|M|\le e^{2\rho}$; also $|\Gamma(l+1+i\eta)|\le l!$. A term is thus bounded by $(2l+1)e^{\pi|\eta|/2}e^{2\rho}\rho^l/(2l+1)!!$. This is the true content of the centrifugal argument: at finite $r$ the barrier suppresses the functions $F_l$. It says nothing about $\sigma_l$.

Replacing every $F_l$ by $\sin\Phi$ gives $i^le^{i\sigma_l}\sin\Phi=[S_le^{i\Theta}-(-1)^le^{-i\Theta}]/2i$ with $\Theta=\rho-\eta\ln2\rho$, so the coefficient of $e^{i\Theta}/r$ is $(2ik)^{-1}\sum(2l+1)S_lP_l$. Equation (1) adds a $-1$, copied from short-range theory, where it removes the plane wave. The replacement fails at any $r$ for all $l\gtrsim\sqrt{kr}$. It discards the factor that makes (5) converge.

## 3. The terms grow

**Step (i).** From $\Gamma(l+1+i\eta)=(l+i\eta)\Gamma(l+i\eta)$,

$$S_l=S_{l-1}\frac{l+i\eta}{l-i\eta},\qquad \sigma_l-\sigma_{l-1}=\arctan\frac{\eta}{l},$$

on the branch continuous in $\eta$ with $\sigma_l=0$ at $\eta=0$. Let $d_l=\sigma_l-\eta\ln(l+\tfrac12)$. With $\arctan(\eta/l)=\eta/l-\eta^3/3l^3+\dots$ and $\ln[(l+\frac12)/(l-\frac12)]=1/l+1/12l^3+\dots$, one finds $d_l-d_{l-1}=-\eta(1+4\eta^2)/12l^3+O(l^{-5})$, so $d_l$ has a limit. Euler's limit formula for the Gamma function says $\Gamma(n+1+c)/(n!\,n^c)\to1$; with $c=i\eta$ the limit of $d_l$ is a multiple of $2\pi$, and being continuous in $\eta$ it is zero. Summing the increments beyond $l$, with $\sum_{j>l}j^{-3}=\frac12(l+\frac12)^{-2}+O(l^{-4})$,

$$\sigma_l=\eta\ln(l+\tfrac12)+\frac{\eta(1+4\eta^2)}{24(l+\frac12)^2}+O(l^{-4}).\tag{6}$$

The phase is unbounded and $S_l$ circles the unit circle for ever, ever more slowly. The reason is visible in $\Phi$: the phase is measured against $-\eta\ln2\rho$, a logarithm that accumulates over all distances, and no impact parameter $l/k$ lies outside the range of the force.

**Step (ii).** The generating function is $G=\sum_lh^lP_l=D^{-1/2}$, $D=1-2hx+h^2=(1-he^{i\theta})(1-he^{-i\theta})$. Write $(1-q)^{-1/2}=\sum g_jq^j$ with $g_j=(\frac12)_j/j!>0$. Multiplying the two expansions gives $P_l=\sum_jg_jg_{l-j}\cos[(l-2j)\theta]$, whence $|P_l|\le P_l(1)=1$. For fixed $0<\theta<\pi$, near $h=e^{-i\theta}$ the other factor tends to $(1-e^{-2i\theta})^{-1/2}=e^{i(\theta/2-\pi/4)}/\sqrt{2\sin\theta}$, because $1-e^{-2i\theta}=2\sin\theta\,e^{i(\pi/2-\theta)}$. This singular term and its conjugate contribute $2g_l\cos[(l+\frac12)\theta-\frac\pi4]/\sqrt{2\sin\theta}$ to the coefficient of $h^l$. The next singular terms are multiples of $(1-he^{\pm i\theta})^{1/2}$, with coefficients $O(l^{-3/2})$. What is left behaves as a power $3/2$, has an integrable second derivative on $|h|=1$, and two integrations by parts make its coefficients $O(l^{-2})$. Euler's formula with $c=-\frac12$ gives $g_l\sqrt{\pi l}\to1$, and since the ratio of successive values of $g_l\sqrt l$ is $1+O(l^{-2})$, the relative correction is $O(1/l)$. Hence

$$(2l+1)P_l=E_l\big[\cos\alpha_l+O(l^{-1})\big],\quad E_l=\sqrt{\frac{8(l+\frac12)}{\pi\sin\theta}},\quad\alpha_l=(l+\tfrac12)\theta-\frac\pi4.\tag{7}$$

The decay $l^{-1/2}$ of $P_l$ is outweighed by the factor $2l+1$. The cosine cannot rescue the series: $\sin\theta=\sin(\alpha_{l+1}-\alpha_l)$ and the subtraction formula give $\sin\theta\le|\cos\alpha_l|+|\cos\alpha_{l+1}|$, so of any two neighbours one has $(2l+1)|P_l|\ge E_l[\frac12\sin\theta+O(l^{-1})]$. At $\theta=\pi$ and $\theta=0$, $|P_l|=1$ and the size is $2l+1$.

Without the $-1$, $|S_l|=1$ and the terms are unbounded. With it, $|S_l-1|=2|\sin\sigma_l|$. The phase runs to infinity in steps that tend to zero, so it passes each large odd multiple of $\pi/2$ with two neighbouring values at which $|\sin\sigma|$ is nearly 1, and one of the two terms is of order $\sqrt l$. A convergent series must have terms that tend to zero, so (1) diverges at every $\theta$, and (iii) falls with (ii). To leading order the envelope of the terms is $\propto\sqrt z\,|\sin(\eta\ln z)|$, $z=l+\frac12$, and the map $z\to ze^{\pi/|\eta|}$ multiplies it by $e^{\pi/2|\eta|}$; this is the ratio of successive peaks for $0<\theta<\pi$.

## 4. Convergence as a distribution

The first task is to find the object whose Legendre coefficients are $S_l$. For $\operatorname{Re}s<1$, integrate $(1-x)^{-s}P_l$ by parts $l$ times using Rodrigues' formula. The boundary terms vanish at $x=-1$ and behave as $(1-x)^{1-s}\to0$ at $x=1$, and $d^l(1-x)^{-s}/dx^l=(s)_l(1-x)^{-s-l}$. The sign $(-1)^l$ turns $(x^2-1)^l$ into $(1-x)^l(1+x)^l$, and a Beta integral finishes:

$$\int_{-1}^1(1-x)^{-s}P_l\,dx=\frac{(s)_l}{2^ll!}\int_{-1}^1(1-x)^{-s}(1+x)^ldx=2^{1-s}\frac{(s)_l}{(1-s)_{l+1}}.\tag{8}$$

The amplitude needs $s=1+i\eta$, where the integral does not exist. For $\phi$ continuously differentiable on $[-1,1]$ define

$$J_s[\phi]=\int_{-1}^1(1-x)^{-s}[\phi(x)-\phi(1)]dx+\phi(1)\frac{2^{1-s}}{1-s}.$$

For $\operatorname{Re}s<1$ the last term is $\phi(1)\int(1-x)^{-s}dx$, so $J_s$ is the plain integral. Since $|\phi(x)-\phi(1)|\le(1-x)\max|\phi'|$, $J_s$ is analytic for $\operatorname{Re}s<2$, $s\neq1$. The right side of (8) is analytic there too, so $J_s[P_l]$ equals it on the whole of that region. At $s=1+i\eta$,

$$\frac{(1+i\eta)_l}{(-i\eta)_{l+1}}=\frac{\Gamma(l+1+i\eta)}{\Gamma(1+i\eta)}\frac{\Gamma(-i\eta)}{\Gamma(l+1-i\eta)}=\frac{S_l}{S_0}\frac{1}{-i\eta}.$$

Define $T=CJ_{1+i\eta}$. The factors $2^{\pm i\eta}$ and $S_0$ cancel, and $(-\eta/k)/(-i\eta)=1/ik$:

$$T[\phi]=\int_{-1}^1f_C[\phi-\phi(1)]dx+C\phi(1)\frac{2^{-i\eta}}{-i\eta},\qquad T[P_l]=\frac{S_l}{ik}.\tag{9}$$

With $|C|=|\eta|/k$, (9) gives $|T[\phi]|\le(2|\eta|\max|\phi'|+|\phi(1)|)/k$. So $T$ may be applied term by term to any series that converges uniformly together with its derivative.

A bound on $P_l'$ comes from $G$. Differentiation gives $\partial_xG=hD^{-3/2}$ and $(1+2h\partial_h)G=[D+2h(x-h)]D^{-3/2}=(1-h^2)D^{-3/2}$. Thus

$$\sum_l(2l+1)\lambda^lP_l(t)=\frac{1-\lambda^2}{(1-2\lambda t+\lambda^2)^{3/2}}\equiv p_\lambda(t),\qquad0\le\lambda<1,\tag{10}$$

and comparing powers of $h$ in $(1-h^2)\partial_xG/h=(1+2h\partial_h)G$ gives $P'_{l+1}-P'_{l-1}=(2l+1)P_l$. With $|P_l|\le1$, induction from $P_0'=0$, $P_1'=1$ yields $|P_l'|\le l(l+1)/2$.

Let $\phi$ be infinitely differentiable on $[-1,1]$ and $\phi_l=\int\phi P_l\,dx$. The operator $\mathcal L=-\frac{d}{dx}(1-x^2)\frac{d}{dx}$ has $\mathcal LP_l=l(l+1)P_l$ and moves across the integral without boundary terms, since $1-x^2$ vanishes at both ends. Hence $|\phi_l|\le2\max|\mathcal L^N\phi|/[l(l+1)]^N$ for every $N$, and $\sum(l+\frac12)\phi_lP_l$ converges uniformly with its derivative. Its sum differs from $\phi$ by a continuous function orthogonal to all polynomials, which vanishes by the Weierstrass approximation theorem. Applying $T$ term by term gives $\sum(2l+1)S_l\phi_l/2ik=T[\phi]$, and evaluating the expansion at $x=1$ gives $\sum(2l+1)\phi_l=2\phi(1)$. Therefore

$$\frac{1}{2ik}\sum_l(2l+1)(S_l-1)\phi_l=T[\phi]-\frac{\phi(1)}{ik}.\tag{11}$$

The partial sums of (1), integrated against any smooth $\phi$, converge. Distributional convergence holds on the whole interval, the forward direction included. The restriction concerns the identification of the limit: if $\phi(1)=0$, in particular if $\phi$ vanishes near $\theta=0$, the right side is the ordinary integral $\int f_C\phi\,dx$. If $\phi(1)\neq0$ that integral does not exist. Cutting it at $y_0<1$ and using $\int_{u_0}^2u^{-1-i\eta}du=(2^{-i\eta}-u_0^{-i\eta})/(-i\eta)$, $u_0=1-y_0$, (9) becomes

$$T[\phi]=\int_{-1}^{y_0}f_C\phi\,dy+\int_{y_0}^1f_C[\phi-\phi(1)]dy+C\phi(1)\frac{u_0^{-i\eta}}{-i\eta}.\tag{12}$$

As $u_0\to0$ the middle term vanishes and the last runs round a circle of radius $|\phi(1)|/k$, so the cut integral has no limit.

As $\eta\to0$, the integral in (9) vanishes with $C$ and the last term tends to $\phi(1)/ik$. The right side of (11) goes to zero, as it must when $S_l=1$. Indeed the last term of (9) equals $\phi(1)S_0/ik$, so the right side of (11) is at most $(2|\eta|\max|\phi'|+|S_0-1|\,|\phi(1)|)/k$ in modulus, and for small $\eta$ and a fixed $\phi$ with $\phi(1)\neq0$ the $-1$ cancels most of $T[\phi]$. For $\eta\neq0$ the cancellation cannot be exact for every $\phi$: with $\phi=P_l$ the right side of (11) is $(S_l-1)/ik$, and since $S_l\neq S_{l-1}$ this cannot vanish for all $l$. The $-1$ is a delta function at $x=1$, while the last term of (12) has the same modulus but a phase that turns with $\ln u_0$. The $-1$ has no effect on the limit at $\theta\neq0$.

The series (1) diverges at every angle, yet its partial sums converge when integrated against any smooth test function, and the limit is $\int f_C\phi\,dx$ when $\phi(1)=0$. It remains to treat Abel summation at fixed $\theta\neq0$, to construct a series that does converge, and to check the results in a worked example.
